\section*{Why exothermic formation from AO and BO2 does not make ABO3 stable}

\section{A barrier film that can split}

Suppose that a film of $\mathrm{ABO_3}$ is chosen as a diffusion barrier because its formation from $\mathrm{AO}$ and $\mathrm{BO_2}$ releases energy. The film may still lower its energy by separating into an A-rich and a B-rich oxide. The barrier then acquires internal boundaries and layers that were not designed, although no atom has entered or left it. The heat of formation from the two simple oxides gave no warning, because it compares $\mathrm{ABO_3}$ with one set of products only.

Take the formation energies
\begin{align}
\mathrm{AO+BO_2}&\rightarrow\mathrm{ABO_3}, & g_{11}&=-20\ \mathrm{kJ/mol},\\
\mathrm{2AO+BO_2}&\rightarrow\mathrm{A_2BO_4}, & g_{21}&=-35\ \mathrm{kJ/mol},\\
\mathrm{AO+2BO_2}&\rightarrow\mathrm{AB_2O_5}, & g_{12}&=-35\ \mathrm{kJ/mol}.
\end{align}
Each is per mole of formula units of the product, and a negative value means energy released. The subscripts count the $\mathrm{AO}$ and $\mathrm{BO_2}$ units. The two simple oxides have energy zero. The energies are those of static lattices, without vibrations. All compounds have fixed composition, the valences do not change, and no phases besides these five are considered.

To find a reaction among the three ternary oxides, let $n$ moles of $\mathrm{ABO_3}$ give $q$ moles of $\mathrm{A_2BO_4}$ and $r$ moles of $\mathrm{AB_2O_5}$. Conservation of A and B requires
\begin{equation}
n=2q+r,\qquad n=q+2r.
\end{equation}
Subtracting the equations gives $q=r$, and then $n=3q$. With $q=1$,
\begin{equation}
\mathrm{3\,ABO_3\rightarrow A_2BO_4+AB_2O_5}.
\label{eq:split}
\end{equation}
Oxygen balances too, since $3\times3=4+5$. The reaction energy is products minus reactants:
\begin{align}
\Delta E&=g_{21}+g_{12}-3g_{11}\\
&=-35-35-3(-20)=-10\ \mathrm{kJ/mol}.
\end{align}
This is the energy for three moles of $\mathrm{ABO_3}$. The release per mole of $\mathrm{ABO_3}$ is $3.33$ kJ/mol, or about 35 meV per formula unit and 6.9 meV per atom. Thus $\mathrm{ABO_3}$ is stable against decay into $\mathrm{AO}$ and $\mathrm{BO_2}$, which would cost 20 kJ/mol, but unstable against disproportionation.

The reason is not simply that $-35$ is lower than $-20$. The formula units contain different numbers of oxide units. If both neighbours had energy $-28$ kJ/mol, they would still lie below $-20$, yet the reaction energy would be $-28-28+60=+4$ kJ/mol and $\mathrm{ABO_3}$ would be stable in this set of phases.

A fair comparison divides by the number of oxide units. This gives $-20/2=-10$ kJ/mol for $\mathrm{ABO_3}$ and $-35/3=-11.67$ kJ/mol for each neighbour. An equal mixture of the neighbours has the A:B ratio of $\mathrm{ABO_3}$ and lies $1.67$ kJ/mol lower per mole of oxide units. Two such units make one $\mathrm{ABO_3}$, which recovers the release of $3.33$ kJ/mol.

\section{The correct stability condition}

Within the five-phase system, $\mathrm{ABO_3}$ is the unique lowest-energy state at its composition if and only if
\begin{equation}
g_{11}<\min\left[0,\frac{g_{21}}2,\frac{g_{12}}2,
\frac{g_{21}+g_{12}}3\right].
\label{eq:criterion}
\end{equation}

For the proof, consider every mixture without $\mathrm{ABO_3}$ that contains one mole each of $\mathrm{AO}$ and $\mathrm{BO_2}$ units. Let it hold $q$ moles of $\mathrm{A_2BO_4}$ and $r$ moles of $\mathrm{AB_2O_5}$. The amounts left as simple oxides are
\begin{equation}
n_{\mathrm{AO}}=1-2q-r,\qquad n_{\mathrm{BO_2}}=1-q-2r.
\end{equation}
No amount can be negative, so
\begin{equation}
q\ge0,\quad r\ge0,\quad 2q+r\le1,\quad q+2r\le1.
\end{equation}
These inequalities bound a quadrilateral in the $(q,r)$ plane, with corners
\begin{equation}
(0,0),\quad(1/2,0),\quad(0,1/2),\quad(1/3,1/3).
\end{equation}
The mixture energy $E=qg_{21}+rg_{12}$ is linear. Every point of the quadrilateral is a weighted average of its corners, so $E$ there is the same average of the corner energies and cannot lie below the smallest of them. The corner energies are the four entries in Eq.~\eqref{eq:criterion}. Call the smallest $E_{\min}$.

A mixture that keeps a fraction $y<1$ of its material as $\mathrm{ABO_3}$ has energy at least $yg_{11}+(1-y)E_{\min}$. If $g_{11}<E_{\min}$, this exceeds $g_{11}$, so $\mathrm{ABO_3}$ is the unique minimum. If $g_{11}\ge E_{\min}$, the corner mixture is at least as low, so it is not. This proves both directions. Equality means coexistence without a driving force.

For the example, the four entries are $0$, $-17.5$, $-17.5$ and $-23.33$ kJ/mol. The value $-20$ passes the first three comparisons and fails the last. If either neighbour were missing, $\mathrm{ABO_3}$ would be stable; for instance, $\mathrm{2ABO_3\rightarrow A_2BO_4+BO_2}$ costs $-35+40=5$ kJ/mol. It is the pair that makes it unstable.

At a given temperature and pressure the same proof holds with Gibbs energies in place of the static energies, provided that the compounds keep fixed compositions.

\section{Contact with the simple oxides}

Stability of an isolated film and stability against its surroundings are separate questions. Let $\mu_A$ and $\mu_B$ be the chemical potentials of $\mathrm{AO}$ and $\mathrm{BO_2}$ relative to the pure oxides. Equilibrium with $\mathrm{ABO_3}$ requires $\mu_A+\mu_B=g_{11}$. No other phase may be able to form with a release of energy, so
\begin{equation}
2\mu_A+\mu_B\le g_{21},\quad
\mu_A+2\mu_B\le g_{12},\quad \mu_A,\mu_B\le0.
\end{equation}
Substitute $\mu_B=g_{11}-\mu_A$. The first inequality becomes $\mu_A+g_{11}\le g_{21}$, and the second becomes $2g_{11}-\mu_A\le g_{12}$. Hence
\begin{equation}
2g_{11}-g_{12}\le\mu_A\le g_{21}-g_{11}.
\label{eq:window}
\end{equation}
When the bounds from the simple oxides are not reached, the width of this window is
\begin{equation}
(g_{21}-g_{11})-(2g_{11}-g_{12})
=g_{21}+g_{12}-3g_{11}=\Delta E.
\end{equation}
A negative $\Delta E$ leaves no allowed value of $\mu_A$. In the example the lower end would be $-5$ and the upper end $-15$ kJ/mol, which is impossible.

Now change $g_{11}$ to $-25$ kJ/mol and hold the neighbours at $-35$. The compound is then stable in isolation, with $-15\le\mu_A\le-10$ kJ/mol. Pure $\mathrm{AO}$ has $\mu_A=0$, outside this window. At that contact, $\mathrm{ABO_3+AO\rightarrow A_2BO_4}$ still releases $10$ kJ/mol. A compound can therefore pass the bulk test and fail at an interface.

With the original $g_{11}=-20$ kJ/mol, contact with either simple oxide releases $15$ kJ/mol by forming the adjacent ternary oxide. As the overall composition moves from $\mathrm{AO}$ to $\mathrm{BO_2}$, the equilibrium phases are
\begin{equation}
\mathrm{AO\;|\;A_2BO_4\;|\;AB_2O_5\;|\;BO_2}.
\end{equation}
A diffusion couple shows this order of layers if each boundary is in local equilibrium and every phase has nucleated. Slow nucleation can leave a layer out or let a metastable one appear.

\section{When the energy difference does not decide}

\subsection{Vibrations and disorder}

The 15 atoms in Eq.~\eqref{eq:split} have 45 vibrational modes. For a harmonic mode of frequency $\omega$, let $x=\hbar\omega/k_BT$. Summing over its levels gives the free energy
\begin{equation}
f=-k_BT\ln\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=k_BT\ln[2\sinh(x/2)].
\end{equation}
At high temperature $x$ is small and $f\simeq k_BT\ln x$. Suppose that all modes of $\mathrm{ABO_3}$ are softer than those of the products by the same fraction $s$, so that $\omega_{\mathrm{ABO_3}}=(1-s)\omega_{\mathrm{products}}$. Per mole of reaction,
\begin{equation}
\Delta F=\Delta E+45RT\ln
\frac{\omega_{\mathrm{products}}}{\omega_{\mathrm{ABO_3}}}
=\Delta E-45RT\ln(1-s).
\end{equation}
The second term is positive, since the softer solid gains more entropy. Setting $\Delta F=0$ gives
\begin{equation}
s=1-\exp\left(\frac{\Delta E}{45RT}\right).
\end{equation}
At 900 K, $45RT=337$ kJ/mol and $s=2.93\%$. The full level sum, with a product quantum of 50 meV, gives 2.83\%. It is smaller because $df/d\ln\omega=k_BT(x/2)\coth(x/2)$ exceeds the classical value $k_BT$. At 1300 K the full result is 2.00\%. If $\mathrm{ABO_3}$ is instead the stiffer solid, vibrations strengthen the tendency to split.

Disorder can act in the same direction as softening. If each $\mathrm{ABO_3}$ unit has two independent settings of equal energy and the products are ordered, its free energy falls by $RT\ln2$. Then
\begin{equation}
\Delta F=\Delta E+3RT\ln2,
\end{equation}
which vanishes at $T=3.33/(R\ln2)=578$ K, with $R$ in kJ/(mol K). Above that temperature this disordered $\mathrm{ABO_3}$ is favoured. The static energies therefore permit disproportionation but do not fix its direction at an annealing temperature.

\subsection{Interfaces and strain}

Consider an $\mathrm{ABO_3}$ film between inert electrodes, with a cubic cell edge $a=0.40$ nm and one formula unit per cell. If entropy is left out, the energy released per volume is
\begin{equation}
g_v=\frac{3.333\times10^3\ \mathrm{J/mol}}{N_Aa^3}
=86.5\ \mathrm{MJ/m^3}.
\end{equation}
Let the film form two stacked product layers at unchanged total volume and unchanged electrode interface energies. One new interface, of energy $\gamma=0.50\ \mathrm{J/m^2}$, must be paid for. A film of thickness $h$ gains energy by splitting in this way only if $g_vh>\gamma$, so the limiting thickness is
\begin{equation}
h^*=\frac{\gamma}{g_v}=5.8\ \mathrm{nm}.
\end{equation}
In whole cells, 15 layers are the first number for which this split pays.

Strain adds a cost proportional to volume. Here the film thickness, and with it the volume, is allowed to adjust so that no stress acts along the surface normal. For equal in-plane strains $\varepsilon$, Hooke's law then gives $\varepsilon=(1-\nu)\sigma/E$, where $\sigma$ is the in-plane stress, $E$ the Young modulus and $\nu$ the Poisson ratio. Thus $\sigma=M\varepsilon$ with $M=E/(1-\nu)$. The two in-plane directions together store $2\times\sigma\varepsilon/2=M\varepsilon^2$ per volume. With $E=200$ GPa and $\nu=0.25$, $M=267$ GPa. If the products carry this strain and $\mathrm{ABO_3}$ is unstrained, the drive vanishes at
\begin{equation}
\varepsilon=\sqrt{g_v/M}=1.80\%.
\end{equation}
For smaller strains the limiting thickness rises to $\gamma/(g_v-M\varepsilon^2)$. Both results require the product layers to stay fully strained. At strains of 1 to 2\%, misfit dislocations can begin to relax a layer with a free surface at a thickness between about 2 and 10 nm, depending on the strain and the type of dislocation. For a layer buried between two electrodes, where dislocations must form at both interfaces, the range is roughly 4 to 25 nm. They lower the strain cost, so strain then protects the film less than these formulas suggest. The energy of the dislocations grows only logarithmically with thickness, while the released energy grows linearly, so once dislocations can form the limiting thickness stays finite even at and above 1.80\%.

\subsection{Diffusion}

A negative free energy change does not set a rate. For one-dimensional diffusion from a point, the concentration obeys $\partial c/\partial t=D\,\partial^2c/\partial z^2$. Multiplying by $z^2$ and integrating by parts twice gives $d\langle z^2\rangle/dt=2D$ for normalized $c$, so the rms distance is $\sqrt{2Dt}$. Take $D=D_0e^{-E_a/k_BT}$, with $D_0=1\ \mathrm{cm^2/s}$ and $E_a=3.5$ eV for the cations. In one hour the distance is 0.135 nm at 900 K and about 139 nm at 1300 K. The first is less than one cell edge, so the model film cannot separate into layers during this hour; at 900 K the distance reaches $h^*/2$ only after about 460 hours. The second far exceeds $h^*$, so bulk diffusion would no longer prevent separation if the free energy still favoured it and the products could nucleate.

\section{Reading the numbers for a real film}

The energies are of the same order as for a perovskite that releases little energy when it forms from its oxides, such as lead titanate, whose formation energy from its oxides is reported at roughly $-31$ to $-37$ kJ/mol. The model is not lead titanate: its competing phases have their own energies, and the limit of $-23.33$ kJ/mol cannot be carried over. The cell edge, elastic constants and mode energy are rough values for perovskite oxides. The interface energy and diffusion parameters are assumed for illustration and must be replaced by values for the film in question. An anneal at 1300 K is hot for a lead titanate film. Real films also have vibrational differences between phases, which the static energies omit; between 900 and 1300 K, a uniform softening of all $\mathrm{ABO_3}$ modes by only 2 to 3\% moves the reaction free energy from $-10$ kJ/mol to zero. Grain boundaries can carry cations faster than the bulk, so the 900 K diffusion length is not a safe upper limit for a polycrystalline film. Loss of volatile lead oxide changes the composition and calls for the chemical potential condition instead of the closed-film one.

The input energies must also be accurate. If their errors are independent with standard deviation $\sigma_g$, the variances add with the squares of the reaction coefficients:
\begin{equation}
\sigma_{\Delta E}=\sqrt{1^2+1^2+3^2}\,\sigma_g=\sqrt{11}\,\sigma_g.
\end{equation}
For $\sigma_g=2$ kJ/mol this is 6.6 kJ/mol. With normally distributed errors and a true value of $-10$ kJ/mol, a determination gives the correct sign with probability 93.4\%. Independent errors of a few kJ/mol can thus reverse the verdict on a compound this close to its stability limit. Errors in the energies of $\mathrm{AO}$ and $\mathrm{BO_2}$ are not independent in this sense: they enter all three formation energies and cancel in $\Delta E$. If the formation energies share such errors, the formula overstates their effect on the reaction energy. The numerical output lists the main values of the model.

\section*{Numbers as computed}
\begin{verbatim}
Formation energy ABO3: -20.0 kJ/mol
Formation energy A2BO4: -35.0 kJ/mol
Formation energy AB2O5: -35.0 kJ/mol
Energy of 3 ABO3 -> A2BO4 + AB2O5: -10.00 kJ/mol
Energy released per ABO3: 3.333 kJ/mol
Same per ABO3 formula unit: 34.55 meV
Same per atom: 6.91 meV
ABO3 energy per mole of oxide units: -10.00 kJ/mol
A2BO4 energy per mole of oxide units: -11.67 kJ/mol
AB2O5 energy per mole of oxide units: -11.67 kJ/mol
ABO3 stability limit, both neighbours: -23.33 kJ/mol
Limit with A2BO4 only: -17.50 kJ/mol
Limit with AB2O5 only: -17.50 kJ/mol
Counterexample, both neighbours at: -28.0 kJ/mol
Counterexample reaction energy: 4.00 kJ/mol
Energy of ABO3 + AO -> A2BO4: -15.00 kJ/mol
Energy of ABO3 + BO2 -> AB2O5: -15.00 kJ/mol
Equilibrium phase sequence: AO | A2BO4 | AB2O5 | BO2
Comparison stable ABO3 energy: -25.0 kJ/mol
Its mu_A window, lower end: -15.00 kJ/mol
Its mu_A window, upper end: -10.00 kJ/mol
Its reaction energy with AO: -10.00 kJ/mol
Typical vibrational quantum: 50.0 meV
Vibrational modes in reaction: 45 (count)
Critical softening at 900 K, quantum: 2.83 %
Critical softening at 900 K, classical: 2.93 %
Critical softening at 1300 K, quantum: 2.00 %
Critical softening at 1300 K, classical: 2.03 %
Two-setting disorder reversal: 578.4 K
Perovskite cell edge: 0.40 nm
Added interface energy: 0.50 J/m2
Released energy density: 86.49 MJ/m3
Protected film thickness: 5.78 nm
First unprotected whole-layer count: 15 layers
Young modulus: 200.0 GPa
Poisson ratio: 0.25 (dimensionless)
Biaxial modulus: 266.7 GPa
Strain that cancels the drive: 1.80 %
Cation diffusion barrier: 3.50 eV
Diffusion prefactor: 1.00 cm2/s
Anneal time: 3600 s
Diffusivity at 900 K: 2.517e-20 cm2/s
Rms diffusion length at 900 K: 0.135 nm
Diffusivity at 1300 K: 2.700e-14 cm2/s
Rms diffusion length at 1300 K: 139.428 nm
Assumed error of each energy: 2.0 kJ/mol
Error of reaction energy: 6.63 kJ/mol
Chance that its sign is negative: 93.4 %
\end{verbatim}
